# Comment on the orbital gradient at finite rotation and the Fock block

**The argument under review**

The manuscript optimizes closed-shell Hartree-Fock orbitals written as $C(\kappa)=C_0e^{\kappa}$, with $C_0$ a fixed reference and $\kappa$ real and antisymmetric. It argues that changing $\kappa$ by $d\kappa$ rotates the current orbitals by $d\kappa$, that the energy responds to a rotation of the current orbitals through $4F_{ai}$, and hence that $\partial E/\partial\kappa_{ai}=4F_{ai}$ at any $\kappa$, with $F$ the Fock matrix in the current orbitals. It feeds this block to a line search and to quasi-Newton updates, and offers two checks: a model with one occupied and one virtual orbital, and a finite difference along the direction of $\kappa$ itself.

The second premise is right. The first amounts to $e^{\kappa+d\kappa}=e^{\kappa}e^{d\kappa}$ at first order in $d\kappa$, which fails in general when $d\kappa$ does not commute with $\kappa$. Both checks are cases in which the fault cannot appear.

**What the Fock block is the gradient of**

I use atomic units and real orbitals with $C_0^TSC_0=1$, the $o$ occupied orbitals first and $v\ge o$ virtual orbitals after them. The independent parameters are $\kappa_{pq}$ with $p>q$. With $n$ diagonal, 2 for occupied and 0 for virtual orbitals, the density is $D=CnC^T$ and $E=\mathrm{tr}(hD)+\tfrac12\mathrm{tr}(D\,G[D])+V_{nn}$. The two-electron map $G$ is linear and obeys $\mathrm{tr}(A\,G[B])=\mathrm{tr}(B\,G[A])$, so the two variations of the quadratic term are equal and $dE=\mathrm{tr}(F^{AO}dD)$ with $F^{AO}=h+G[D]$. This relation is the sole property of the energy used below, so the analysis holds for Kohn-Sham theory as well.

Rotate the current orbitals, $C\to C(1+\delta)$ with $\delta^T=-\delta$. Then $dD=C(\delta n+n\delta^T)C^T=C[\delta,n]C^T$, and with $F=C^TF^{AO}C$ and the cyclic property of the trace,
$$dE=\mathrm{tr}(F\delta n-Fn\delta)=\mathrm{tr}([n,F]\,\delta).$$
Since $F$ and $n$ are symmetric, $[n,F]=[F,n]^T$. Define $L=2[F,n]$ and $\langle A,B\rangle=\tfrac12\mathrm{tr}(A^TB)$, which for antisymmetric matrices equals $\sum_{p>q}A_{pq}B_{pq}$. Then
$$dE=\langle L,\delta\rangle,\qquad L_{pq}=2F_{pq}(n_q-n_p).$$
So $L_{ai}=4F_{ai}$, and the occupied-occupied (OO) and virtual-virtual (VV) blocks of $L$ vanish. $L$ is the gradient with respect to $\delta$, a new rotation applied on top of the current orbitals. The chain rule still needs $\delta$ as a function of $d\kappa$.

**The derivative of the exponential**

With $U=e^\kappa$, $dC=C_0\,dU=C\,U^TdU$, so $\delta=U^TdU$. Let $\partial$ denote the first-order change under $\kappa\to\kappa+d\kappa$ and set $A(s)=e^{-s\kappa}\partial e^{s\kappa}$. Using $\frac{d}{ds}e^{s\kappa}=\kappa e^{s\kappa}$ and the product rule for $\partial$,
$$\frac{dA}{ds}=-e^{-s\kappa}\kappa\,\partial e^{s\kappa}+e^{-s\kappa}\left(d\kappa\,e^{s\kappa}+\kappa\,\partial e^{s\kappa}\right)=e^{-s\kappa}\,d\kappa\,e^{s\kappa}.$$
Since $A(0)=0$ and $A(1)=\delta$,
$$\delta=\int_0^1e^{-s\kappa}\,d\kappa\,e^{s\kappa}\,ds.$$
For orthogonal $Q$ the trace gives $\langle L,Q^TBQ\rangle=\langle QLQ^T,B\rangle$. With $Q=e^{s\kappa}$ this yields $dE=\langle g,d\kappa\rangle$, where
$$g=\int_0^1e^{s\kappa}Le^{-s\kappa}\,ds .$$
Conjugation by an orthogonal matrix preserves antisymmetry, so $g_{pq}=\partial E/\partial\kappa_{pq}$ for $p>q$. Write $\mathrm{ad}\,Y=[\kappa,Y]$. Both $e^{s\kappa}Le^{-s\kappa}$ and $e^{s\,\mathrm{ad}}L$ solve $dY/ds=[\kappa,Y]$ with $Y(0)=L$, so they are equal, and $\int_0^1 s^k/k!\,ds=1/(k+1)!$ gives
$$g=\sum_{k\ge0}\frac{\mathrm{ad}^kL}{(k+1)!}=L+\tfrac12[\kappa,L]+\tfrac16[\kappa,[\kappa,L]]+\dots$$
Carrying $L$ to the reference orbitals does not remove the commutators. Substituting $L=U^T(ULU^T)U$ and $t=1-s$ gives $g=\int_0^1e^{-t\kappa}(ULU^T)e^{t\kappa}dt$, the same series with $\mathrm{ad}\to-\mathrm{ad}$.

**Closed form in the eigenbasis of $\kappa$**

The matrix $-i\kappa$ is Hermitian, so $\kappa=V\,\mathrm{diag}(i\lambda)V^\dagger$ with $V$ unitary and $\lambda$ real. With $\tilde Y=V^\dagger YV$, conjugation by $e^{s\kappa}$ multiplies $\tilde Y_{pq}$ by $e^{is\lambda_p}e^{-is\lambda_q}=e^{is\omega_{pq}}$, where $\omega_{pq}=\lambda_p-\lambda_q$. The integral over $s$ is $(e^{i\omega}-1)/(i\omega)=e^{i\omega/2}\,2\sin(\omega/2)/\omega$, so with $\mathrm{sinc}\,x=\sin x/x$,
$$\tilde g_{pq}=e^{i\omega_{pq}/2}\,\mathrm{sinc}(\omega_{pq}/2)\,\tilde L_{pq}.$$
No truncation enters. The factor is 1 at $\omega=0$, its modulus does not exceed 1, and it vanishes at the nonzero multiples of $2\pi$ and nowhere else. For a general $\kappa$, with OO and VV entries, the leading correction is $i\omega/2$, first order in $\kappa$.

**The occupied-virtual parametrization**

The manuscript keeps $\kappa$ purely occupied-virtual (OV), and in that case adding $\tfrac12[\kappa,L]$ would repair nothing in the OV block. Write
$$\kappa=\begin{pmatrix}0&-X^T\\X&0\end{pmatrix},\qquad \mathcal Y=\begin{pmatrix}0&-Y^T\\Y&0\end{pmatrix},$$
with $X$ and $Y$ of size $v\times o$. The products are block diagonal, $\kappa\mathcal Y=\mathrm{diag}(-X^TY,-XY^T)$ and $\mathcal Y\kappa=\mathrm{diag}(-Y^TX,-YX^T)$, so $A=[\kappa,\mathcal Y]$ has $A_{oo}=Y^TX-X^TY$, $A_{vv}=YX^T-XY^T$ and no OV block. A commutator of $\kappa$ with a block-diagonal $A$ is again purely OV, with
$$[\kappa,A]_{vo}=XA_{oo}-A_{vv}X=2XY^TX-XX^TY-YX^TX .$$
Since $L$ is OV, the even powers of $\mathrm{ad}$ build the OV block of $g$ and the odd powers build its OO and VV blocks:
$$g_{vo}=\Big[\sum_{m\ge0}\frac{\mathrm{ad}^{2m}L}{(2m+1)!}\Big]_{vo}.$$
The relative error of the Fock block therefore starts at second order in $\kappa$. The OO and VV derivatives start at $\tfrac12[\kappa,L]$ and need not vanish: at finite $\kappa$ a change of $\kappa_{ij}$ gives a $\delta$ containing $-\tfrac12[\kappa,d\kappa]$, which is OV and changes the density.

Take the singular value decomposition $X=W\Theta Z^T$, with $W$ and $Z$ orthogonal and rotation angles $\theta_1\ge\dots\ge\theta_o\ge0$ on the diagonal of the $v\times o$ matrix $\Theta$. For $y=W^TYZ$ the double commutator becomes $2\Theta y^T\Theta-\Theta\Theta^Ty-y\Theta^T\Theta$. For rows $i\le o$ its elements are
$$2\theta_i\theta_jy_{ji}-(\theta_i^2+\theta_j^2)y_{ij},$$
and for the unpaired rows $a>o$, where $\Theta$ is zero, they are $-\theta_j^2y_{aj}$. Setting $y_{ji}=\pm y_{ij}$ shows that the symmetric part of the square block has eigenvalue $-(\theta_i-\theta_j)^2$ and the antisymmetric part $-(\theta_i+\theta_j)^2$. On an eigenvalue $-\omega^2$ the even series sums to $\sum_m(-\omega^2)^m/(2m+1)!=\mathrm{sinc}\,\omega$. With $y=W^TL_{vo}Z$, $y^\pm_{ij}=(y_{ij}\pm y_{ji})/2$ and $\gamma=W^Tg_{vo}Z$,
$$\gamma_{ij}=y^+_{ij}\,\mathrm{sinc}(\theta_i-\theta_j)+y^-_{ij}\,\mathrm{sinc}(\theta_i+\theta_j),\qquad \gamma_{aj}=y_{aj}\,\mathrm{sinc}\,\theta_j .$$
This agrees with the general factor, because $(e^{i\omega}-1)/(i\omega)=\sin\omega/\omega+i(1-\cos\omega)/\omega$. The real part is even in $\omega$ and collects the even powers of $\mathrm{ad}$, and the imaginary part feeds the OO and VV blocks. At $\omega=\pi$ the real part vanishes while the imaginary part does not, so the OV block loses a component earlier than the full map, whose first zero is at $2\pi$.

**What survives of the claim**

The three pieces of $y$ are mutually orthogonal and $W,Z$ preserve norms, so $g_{vo}=\mathcal S L_{vo}$ with $\mathcal S$ a symmetric operator whose eigenvalues are the sinc factors.

The diagonal elements $y_{ii}$ carry $\mathrm{sinc}\,0=1$. With one occupied and one virtual orbital that is the whole of $y$, so the manuscript's first check had to succeed. For the second, $\kappa$ commutes with $e^{s\kappa}$, so $d\kappa\propto\kappa$ gives $\delta=d\kappa$ and $\langle g,\kappa\rangle=\langle L,\kappa\rangle$ for any $\kappa$.

For $o\ge2$ and $\theta_1+\theta_2<\pi$, which $\theta_1<\pi/2$ guarantees, each argument lies within $\theta_1+\theta_2$ of zero. Since sinc is even and decreases on $[0,\pi]$, each factor lies between $s_{\min}=\mathrm{sinc}(\theta_1+\theta_2)>0$ and 1. Then $s_{\min}\|L_{vo}\|\le\|g_{vo}\|\le\|L_{vo}\|$ in the Frobenius norm, the two vanish together, and $\langle g,L\rangle\ge s_{\min}\|L_{vo}\|^2$, so $-L$ is a descent direction. In this range the converged energies of the manuscript are not in question.

**What fails**

At $\theta_i+\theta_j=\pi$ the derivative along the antisymmetric pair direction is zero whatever the value of $y^-_{ij}$, and for $\pi<\theta_i+\theta_j<2\pi$ it has the opposite sign to $y^-_{ij}$.

Below that threshold the defect is that $L(\kappa)$ need not be the gradient of any function of $\kappa$, for which a symmetric Jacobian is necessary. For general $\kappa$ near zero, $L=g-\tfrac12[\kappa,g]+\dots$, so the Jacobian at the origin maps $d$ to $Hd-\tfrac12[d,g_0]$, with $H$ the Hessian. The extra term is antisymmetric: $2\langle e,[d,g_0]\rangle=-\mathrm{tr}(edg_0)+\mathrm{tr}(eg_0d)$, and exchanging $d$ and $e$ gives $-\mathrm{tr}(deg_0)+\mathrm{tr}(dg_0e)=-\mathrm{tr}(eg_0d)+\mathrm{tr}(edg_0)$, the negative. In the OV space this term drops out by the block parity above. At a stationary point with finite OV $\kappa$, differentiating $L_{vo}=\mathcal S^{-1}g_{vo}$ with $g_{vo}=0$ gives the Jacobian $\mathcal S^{-1}H$, whose transpose is $H\mathcal S^{-1}$; it is symmetric if and only if $\mathcal S$ and $H$ commute. A line search along a direction $d$ that does not commute with $\kappa$ and that takes $\langle L,d\rangle$ as its slope uses a number that in general differs, by $\langle L-g,d\rangle$, from the derivative of the energies it compares, and differences of $L$ are secant data for that Jacobian and not for $H$.

**Worked case: NH$_3$**

The level is RHF/6-31G* with spherical d functions (20 functions, $o=5$, $v=15$), without correlation and in a small basis, at a fixed, unoptimized $C_{3v}$ geometry with N–H 1.01 Å and HNH 107°, taken as input. $C_0$ holds the core-Hamiltonian orbitals, 178.06 eV above the solution B at $-1528.83$ eV ($-56.1836$ hartree). Point A is the occupied space spanned by the lowest $o$ eigenvectors of the Fock matrix built from the minimal-basis atomic-density guess, 0.390 eV above B. These values are not converged with the basis: in cc-pVTZ, B is at $-56.2180$ hartree, the core reference lies 387 eV above it and A 0.370 eV above it.

An OV $\kappa$ reaches a given occupied space, and hence the density and energy, but in general not the individual orbitals: $C_0e^{\kappa}$ differs from them by OO and VV rotations, and all quantities below are taken in $C_0e^{\kappa}$. When the block $M_o$ defined below is invertible, this $\kappa$ follows from $\kappa^2=\mathrm{diag}(-X^TX,-XX^T)$. The even and odd terms of the exponential give $U_{oo}=Z\cos\theta\,Z^T$ and $U_{vo}=W\sin\Theta\,Z^T$. The overlap $M=C_0^TSC_{\rm occ}$ equals these columns times an orthogonal $o\times o$ matrix, which cancels in $M_vM_o^{-1}=W\tan\Theta\,Z^T$. At A the angles are 0.7444, 0.7444, 0.6784, 0.4798 and 0.0040 rad, while B is 0.0738 rad from A in the norm of $X$. A is one diagonalization away from a starting guess and is not a late iterate, but it lies close to B compared with the distance of both from the reference.

The largest antisymmetric element belongs to the pair (4,5), with $y_{45}=-0.29949$ and $y_{54}=-2.70320$ eV/rad, so $y^+=-1.50134$ and $y^-_{45}=1.20186$ eV/rad. The common sign is a convention, since reversing the fourth columns of $W$ and $Z$ leaves $X$ unchanged and reverses both elements. The arguments are $0.4798\mp0.0040$ rad and the factors 0.96270 and 0.96145:
$$\gamma_{45}=-1.50134(0.96270)+1.20186(0.96145)=-1.44534+1.15553=-0.2898,$$
$$\gamma_{54}=-1.44534-1.15553=-2.6009,$$
in eV/rad, matching the finite differences of the energy. The two factors nearly coincide because $\theta_5\ll\theta_4$. In the unpaired rows of column 1, the norm $6.1596$ eV/rad times $\mathrm{sinc}(0.7444)=0.91017$ gives $5.606$ eV/rad, again the finite-difference value.

Over the whole block, $\|L_{vo}\|=12.85$ and $\|g_{vo}\|=12.15$ eV/rad. Their ratio 0.946 lies well above the lower bound $\mathrm{sinc}(1.4888)=0.669$. The difference has norm 0.866 eV/rad, which is $0.8664/12.8451=6.7\,\%$ of $\|L_{vo}\|$, and the two vectors are 2.4° apart. The percentage depends on the basis through the angles, and is 7.1 % in cc-pVDZ and 8.8 % in cc-pVTZ. The OO and VV derivatives have norm 3.58 eV/rad where $L$ has none. The OV error of the series is 0.866 eV/rad at order 0 and unchanged at order 1, then $2.3\times10^{-2}$, $3.1\times10^{-4}$ and $2.5\times10^{-6}$ eV/rad at orders 2, 4 and 6. The derivative along $\kappa$ is $-9.0747$ eV from both the energy and $L$, so the manuscript's radial check passes at this point too.

On the straight segment from A to B the integral of $g$ is $-0.38983$ eV, equal to the energy difference. The integral of $L$ is $-0.41540$ eV, off by $-0.0256$ eV, or 6.6 % of the energy difference. This is one segment, and no general sign of the error is derived here. The Jacobian asymmetry $\|J-J^T\|/\|J+J^T\|$ at A is $4\times10^{-13}$ for $g$ and $3.1\times10^{-3}$ for $L$. The latter is clearly nonzero. This ratio is diluted by the large core-excitation elements of $J$: it is $1.4\times10^{-2}$ without the rotations of the lowest reference orbital, and the Jacobian of $L$ differs from the Hessian by 4 % in the Frobenius norm.

Halving $\kappa$ from a scale of 0.04 to 0.02 reduces $\|g-L\|/\|L\|$ with exponent 1.96 for the OV $\kappa$ of point A, taking the OV block only, and 1.00 for a random general $\kappa$, taking all blocks, as the parity argument requires. At full scale, with entries of 0.1 rad standard deviation, that general $\kappa$ gives an error of 23 % of $\|L\|$; other draws of the same size give roughly 16 to 31 %. For constructed OV rotations with random singular vectors, the component along the antisymmetric pair direction is 98.6 eV/rad in $L$ and zero in $g$ at $\theta_1+\theta_2=\pi$, and at 3.6 rad it is $48.70(-0.1229)=-5.99$ eV/rad in $g$ against $+48.70$ eV/rad in $L$. The numerical check below tests the eigenbasis, series, integral, reference-frame and singular-value forms against finite differences of the energy; the largest deviation of the eigenbasis form at A is $9\times10^{-10}$ eV/rad.

**Requested changes**

The claim should be restated as a property of a rotation about the current orbitals. With a fixed reference, the sinc factors should be applied to $L$, which needs one decomposition of $X$ per step and no further Fock build. Alternatively $C_0$ may be reset to the current orbitals at each step, which makes $L$ the gradient at each new origin; the manuscript must then say how stored steps and gradients, expressed in different orbital frames, are compared. The angles $\theta_i$ should be reported, and the finite-difference test repeated along directions that do not commute with $\kappa$.

## Values computed for the example and the checks

```
NH3 RHF/6-31G*: r = 1.01 A, HNH = 107.0 deg, basis 20, occ 5, virt 15
1 Eh = 27.211386 eV
E(B, converged) = -1528.8329 eV = -56.183572 Eh
E(core reference) - E(B) = 178.0645 eV
E(A) - E(B) = 0.38983 eV
theta at A (rad): 0.7444 0.7444 0.6784 0.4798 0.0040
theta at B (rad): 0.7645 0.7645 0.6783 0.4941 0.0037
|X_B - X_A| = 0.0738 rad
A: |L_vo| = 12.8451 eV/rad
A: |g_vo| (FD) = 12.1509 eV/rad
A: |g_vo - L_vo| = 0.8664 eV/rad, relative 6.74 %
A: angle(g,L) = 2.378 deg
A: smallest factor sinc(th1+th2) = 0.6694, |g|/|L| = 0.9460
A: norm of OO+VV gradient (p>q) = 3.5759 eV/rad
A: max |eigenbasis - FD| = 9.1e-10 eV/rad
A: OV error of series to order 0 = 8.664e-01 eV/rad
A: OV error of series to order 1 = 8.664e-01 eV/rad
A: OV error of series to order 2 = 2.341e-02 eV/rad
A: OV error of series to order 4 = 3.071e-04 eV/rad
A: OV error of series to order 6 = 2.464e-06 eV/rad
A: radial dE/dt FD = -9.074665 eV, from L = -9.074665 eV
pair (4,5): theta = 0.4798, 0.0040 rad
  y_ij = -0.29949, y_ji = -2.70320 eV/rad
  sym = -1.50134, antisym = 1.20186 eV/rad
  sinc(diff) = 0.96270, sinc(sum) = 0.96145
  g_ij formula = -0.28982, FD = -0.28982 eV/rad
  g_ji formula = -2.60086, FD = -2.60086 eV/rad
unpaired rows, column 1: theta = 0.7444 rad, sinc = 0.91017
  |y| = 6.15958, |g| FD = 5.60624 eV/rad
order of correction (scales 0.04, 0.02): OV K 1.961, general K 0.999
random general K (rms 0.1 rad): |g-L|/|L| = 22.8 %
th1+th2 = 3.1416 rad: sinc 0.0000, L = 98.5603, g FD = 0.0000 eV/rad
th1+th2 = 3.6000 rad: sinc -0.1229, L = 48.6964, g FD = -5.9859 eV/rad
Jacobian asymmetry at A: exact g 4.1e-13, Fock block 3.104e-03
path A->B: E(B)-E(A) = -0.38983 eV, integral of g = -0.38983 eV
path A->B: integral of L = -0.41540 eV, error -0.02557 eV = 6.56 %
```
